# Maximum oscillation frequency of a transistor from its unilateral power gain, part 1

(Sections cited here and not found follow in the second part.)

A gallium nitride transistor, described by a small circuit with rough typical values, has a short-circuit current gain that falls to one at 62.9 GHz. The same circuit can sustain an oscillation at 70 GHz and deliver power to a load while doing so. It loses this ability only at 98.4 GHz. The frequency at which current gain ends is therefore not the frequency at which oscillation ends. The second frequency is set by power, and power depends on the gate resistance, the output conductance and the feedback from drain to gate.

## 1. Power, activity and oscillation of a linear two-port

### Conventions and definition

The device is linearized about a fixed bias and treated at one angular frequency \(\omega=2\pi f>0\). Voltages and currents are phasors multiplying \(e^{+j\omega t}\), given as peak amplitudes, and currents are counted positive into the ports. Port 1 is the input and port 2 the output. With \(v=(V_1,V_2)^T\) and \(i=(I_1,I_2)^T\), the admittance matrix is defined by \(i=Yv\). Its elements are written

\[
Y_{kl}=g_{kl}+jb_{kl},
\]

with real \(g_{kl}\) and \(b_{kl}\). A star means complex conjugation of each element, \(T\) means transposition, and a dagger means both. Define

\[
\Delta=g_{11}g_{22}-g_{12}g_{21},\qquad
U=\frac{|Y_{21}-Y_{12}|^2}{4\Delta}. \tag{1}
\]

The quantity \(U\) is the unilateral power gain. The lemmas below assume

\[
g_{11}>0,\qquad g_{22}>0,\qquad \Delta>0. \tag{2}
\]

These conditions will be verified for the transistor. The first two say that the device absorbs power at either port when the other port is short-circuited.

### Lemma 1: the boundary of activity

*Under (2), the device absorbs positive power for every nonzero \(v\) if \(U<1\). If \(U>1\), some \(v\) makes it deliver net power.*

**Proof.** The mean power entering the device is

\[
P=\tfrac12\operatorname{Re}(v^\dagger Yv)=\tfrac12 v^\dagger Hv,\qquad
H=\tfrac12(Y+Y^\dagger),
\]

because the real part of a number is half its sum with its conjugate. The diagonal elements of \(H\) are \(g_{11}\) and \(g_{22}\), and the upper off-diagonal element is \((Y_{12}+Y_{21}^*)/2\). Hence

\[
\det H=g_{11}g_{22}-\tfrac14|Y_{12}+Y_{21}^*|^2. \tag{3}
\]

To relate this to \(U\), write out two squared moduli:

\[
|Y_{12}+Y_{21}^*|^2=(g_{12}+g_{21})^2+(b_{12}-b_{21})^2,
\]
\[
|Y_{21}-Y_{12}|^2=(g_{21}-g_{12})^2+(b_{21}-b_{12})^2.
\]

The terms in \(b\) are equal. The terms in \(g\) differ by \(4g_{12}g_{21}\), so

\[
|Y_{12}+Y_{21}^*|^2=|Y_{21}-Y_{12}|^2+4g_{12}g_{21}.
\]

Inserting this in (3) gives

\[
\det H=\Delta-\tfrac14|Y_{21}-Y_{12}|^2=\Delta(1-U). \tag{4}
\]

If \(U<1\), the determinant is positive. The eigenvalues of \(H\) then have the same sign, and since their sum \(g_{11}+g_{22}\) is positive, both are positive. If \(U>1\), the determinant is negative, so one eigenvalue is negative. Its eigenvector gives \(P<0\). \(\square\)

This settles one half of the question about oscillation. In a steady sinusoidal oscillation without a driving source, the power entering the device and the power entering its surroundings must add to zero. Passive surroundings cannot absorb negative mean power. If \(U<1\), the device absorbs positive power unless \(v=0\), in which case \(i=Yv=0\) as well. No passive surroundings can then sustain an oscillation at that frequency. It remains to show that \(U>1\) is also sufficient.

### Lemma 2: invariance under lossless reciprocal embedding

*A lossless reciprocal network placed around the device leaves \(U\) and the sign of \(\Delta\) unchanged, provided the matrices inverted below exist and the coupling matrix is invertible.*

**Proof.** First write (1) with determinants. The matrix \(Y-Y^T\) has zero diagonal and off-diagonal elements \(Y_{12}-Y_{21}\) and its negative. Its determinant is therefore \((Y_{12}-Y_{21})^2\). The matrix \(Y+Y^*\) has elements \(2g_{kl}\), so its determinant is \(4\Delta\). Thus

\[
U=\frac{|\det(Y-Y^T)|}{\det(Y+Y^*)}. \tag{5}
\]

Three operations preserve this ratio.

First, add \(jB\) to \(Y\), where \(B\) is real and symmetric. The difference \(Y-Y^T\) is unchanged because \(B=B^T\), and \(Y+Y^*\) is unchanged because \(jB\) is imaginary.

Second, replace \(Y\) by \(Z=Y^{-1}\). Then

\[
Z-Z^T=Y^{-1}(Y^T-Y)(Y^T)^{-1},\qquad
Z+Z^*=Y^{-1}(Y+Y^*)(Y^*)^{-1},
\]

as multiplying out the right-hand sides confirms. Since \(\det Y^T=\det Y\), the numerator and denominator in (5) are both divided by \(|\det Y|^2\). In particular,

\[
\det(\operatorname{Re}Z)=\frac{\det(\operatorname{Re}Y)}{|\det Y|^2}, \tag{6}
\]

where the real part is taken element by element.

Third, replace \(Y\) by \(MYM^T\), with \(M\) real and invertible. Both determinants are multiplied by \((\det M)^2\), which is positive.

Now take a general embedding network with two outer ports \(a\) and two inner ports \(b\). Losslessness requires its admittance matrix \(Y_n\) to satisfy \(Y_n+Y_n^\dagger=0\). Reciprocity requires \(Y_n=Y_n^T\), so \(Y_n^\dagger=Y_n^*\). The two conditions give \(Y_n=-Y_n^*\), and hence \(Y_n=jB\) with \(B\) real and symmetric.

At the inner ports, the current entering the embedding network is minus the current entering the device. Therefore

\[
-Yv_b=jB_{ba}v_a+jB_{bb}v_b,
\]
\[
v_b=-j(Y+jB_{bb})^{-1}B_{ba}v_a.
\]

The outer current is \(jB_{aa}v_a+jB_{ab}v_b\). Since \(j(-j)=1\), the embedded device has

\[
Y'=jB_{aa}+B_{ab}(Y+jB_{bb})^{-1}B_{ba}. \tag{7}
\]

Because \(B_{ba}=B_{ab}^T\), equation (7) consists of an addition, an inversion, a real congruence and another addition. Each step preserves \(U\) and the sign of \(\Delta\). \(\square\)

A series reactance adds an imaginary symmetric matrix to \(Z\), so the first two operations cover it directly.

### Lemma 3: why \(U\) is a power gain

*Under (2), lossless reciprocal elements can cancel the reverse transfer \(Y_{12}\). The largest transducer gain of the resulting device is \(U\).*

**Proof.** Put a reactance \(x\) in series with port 2. The voltage on the device side of it is \(V_2-jxI_2\), hence

\[
I_2=Y_{21}V_1+Y_{22}(V_2-jxI_2)
=\frac{Y_{21}V_1+Y_{22}V_2}{1+jxY_{22}}.
\]

In \(I_1=Y_{11}V_1+Y_{12}(V_2-jxI_2)\), the coefficient of \(V_2\) becomes

\[
Y_{12}\left(1-\frac{jxY_{22}}{1+jxY_{22}}\right)
=\frac{Y_{12}}{1+jxY_{22}}.
\]

This number is to be imaginary. Since \(1+jxY_{22}=1-xb_{22}+jxg_{22}\), the condition is

\[
\operatorname{Re}\{Y_{12}(1+jxY_{22})^*\}
=g_{12}(1-xb_{22})+xb_{12}g_{22}=0,
\]

and therefore

\[
x=\frac{g_{12}}{g_{12}b_{22}-b_{12}g_{22}}. \tag{8}
\]

If \(g_{12}=0\), take \(x=0\). If \(g_{12}\ne0\) but the denominator vanishes, a susceptance first placed across port 2 changes \(b_{22}\) and removes the exception. If \(\det Y=0\), the same step makes \(Y\) invertible, as Lemma 2 requires, because it changes \(\det Y\) by an imaginary multiple of \(Y_{11}\ne0\).

The reverse transfer is now \(jb\), with \(b\) real. Connect a susceptance \(b\) between the input and output terminals. It adds \(jb\) to both diagonal elements and \(-jb\) to both off-diagonal elements, so the new reverse transfer is zero.

Denote the resulting matrix by \(Y'\), and write \(g_1=\operatorname{Re}Y'_{11}\) and \(g_2=\operatorname{Re}Y'_{22}\). The feedback susceptance does not alter real parts, so

\[
g_2=\operatorname{Re}\frac{Y_{22}}{1+jxY_{22}}
=\frac{\operatorname{Re}(Y_{22}-jx|Y_{22}|^2)}{|1+jxY_{22}|^2}
=\frac{g_{22}}{|1+jxY_{22}|^2}>0.
\]

Lemma 2 keeps \(\Delta\) positive. With \(Y'_{12}=0\) it equals \(g_1g_2\), so \(g_1>0\) too, and

\[
U=\frac{|Y'_{21}|^2}{4g_1g_2}. \tag{9}
\]

Drive the input by a current source \(I_s\) with parallel admittance \(Y_s\), and connect a load \(Y_L\). Let their positive real parts be \(G_s\) and \(G_L\). Then

\[
V_1=\frac{I_s}{Y'_{11}+Y_s},\qquad
V_2=-\frac{Y'_{21}V_1}{Y'_{22}+Y_L}.
\]

The load receives \(G_L|V_2|^2/2\), while the source has available power \(|I_s|^2/(8G_s)\). Their ratio is

\[
\frac{4G_sG_L|Y'_{21}|^2}
{|Y'_{11}+Y_s|^2\,|Y'_{22}+Y_L|^2}. \tag{10}
\]

Each denominator is smallest when the imaginary parts cancel. The inequality \((g_1+G_s)^2\ge4g_1G_s\) then gives \(G_s/(g_1+G_s)^2\le1/(4g_1)\), with equality at \(G_s=g_1\). The output obeys the same inequality. The largest value of (10) is \(|Y'_{21}|^2/(4g_1g_2)=U\). \(\square\)

### Lemma 4: an oscillator exists when \(U>1\)

*Place lossless reciprocal feedback around the device of Lemma 3, and a load conductance \(\gamma\) across its output. The largest \(\gamma\) for which a steady oscillation is possible is*

\[
\gamma_{\max}=g_2(U-1). \tag{11}
\]

**Proof.** The feedback network has admittance matrix

\[
\begin{pmatrix}j\alpha&j\mu\\j\mu&j\beta\end{pmatrix},
\]

where \(\alpha,\beta,\mu\) are free real numbers. Let \(A\) and \(B_0\) be the total susceptances at input and output, including those of the device, and let \(G=g_2+\gamma\). Write \(Y'_{21}=r+js\). A nonzero voltage without a source requires the determinant of the total admittance matrix to vanish:

\[
(g_1+jA)(G+jB_0)-j\mu(r+js+j\mu)=0.
\]

Since \(-j\mu(r+js+j\mu)=-j\mu r+\mu s+\mu^2\), the real and imaginary parts are

\[
g_1G-AB_0=-\mu s-\mu^2,\qquad g_1B_0+AG=\mu r.
\]

The second equation gives \(B_0=(\mu r-AG)/g_1\). Insert this in the first and multiply by \(g_1\):

\[
G(g_1^2+A^2)=\mu(Ar-g_1s)-g_1\mu^2. \tag{12}
\]

For fixed \(A\), the right-hand side is a downward parabola in \(\mu\). Its maximum lies at \(\mu=(Ar-g_1s)/(2g_1)\), so

\[
G\le\frac{(Ar-g_1s)^2}{4g_1(g_1^2+A^2)}
\le\frac{r^2+s^2}{4g_1}=g_2U.
\]

The second inequality is the Cauchy inequality for the vectors \((A,-g_1)\) and \((r,s)\). The last equality follows from (9). For \(s\ne0\), equality is reached at \(A=-g_1r/s\). If \(s=0\), a small series reactance at the input changes the phase of \(Y'_{21}\). It leaves \(Y'_{22}\) and the zero reverse transfer unchanged, so the construction then applies. Subtracting \(g_2\) from \(G\) gives (11). \(\square\)

For the transistor of the opening paragraph at 70 GHz, \(U=1.976\) and \(g_2=40.05\) mS. Equation (11) gives a largest load conductance of about 39.1 mS. This load is connected to the device after its reverse transfer has been cancelled.

Lemmas 1 and 4 identify \(U=1\) as the boundary. Above it in gain, an oscillator with a positive load can be built; below it, none can be sustained by passive surroundings. These statements concern a steady sinusoid in a linear device. The final amplitude of a real oscillator is set by nonlinearity, which the linear description does not contain.

## 2. The transistor and its maximum oscillation frequency

### Symbols and results carried forward

Phasors multiply \(e^{+j\omega t}\), currents enter the ports, and \(Z=Y^{-1}\). The gain \(U=|Y_{21}-Y_{12}|^2/(4\Delta)\), with \(\Delta=\det(\operatorname{Re}Y)\), has the same form in terms of \(Z\). When \(\operatorname{Re}Y_{11}\), \(\operatorname{Re}Y_{22}\) and \(\Delta\) are positive, oscillation into a positive load is possible for \(U>1\) and impossible in passive surroundings for \(U<1\). Equation (6) states that \(\det(\operatorname{Re}Z)=\det(\operatorname{Re}Y)/|\det Y|^2\).

The transistor is in common source: the gate is the input, the drain is the output and the source is common. It has transconductance \(g_m\), output conductance \(g_{ds}\), and capacitances \(C_{gs}\), \(C_{gd}\) and \(C_{ds}\) between the terminals named by the subscripts. A resistance \(R_g\) is in series with the gate. All these parameters are positive and independent of frequency. Define

\[
C=C_{gs}+C_{gd},\qquad f_T=\frac{g_m}{2\pi C}.
\]

### Theorem

*For this network, at every positive frequency,*

\[
U(f)=\left(\frac{f_{\max}}{f}\right)^2,\qquad
f_{\max}=\frac{f_T}{2\sqrt{R_g(g_{ds}+2\pi f_TC_{gd})}}. \tag{13}
\]

*It can sustain oscillation into a positive load below \(f_{\max}\), and no oscillation in passive surroundings above it.*

The formula is exact for the stated network. It is approximate for a transistor because the network omits other resistances, delay and the distributed structure of the gate.

Under conditions (2), \(U=1\) has been shown to separate the case in which an oscillator with a positive load can be built from the case in which passive surroundings can sustain no oscillation. It remains to prove formula (13) for the transistor network, apply it to an example, and examine the effects that the simple network omits.
